\section*{The Yeh–Berkowitz dipole correction for slabs, derived in two ways}

\section{Two charged planes}

Take two parallel planes, one with charge $-Q$ per lateral cell of area $A$ at $z=0$, the other with $+Q$ per cell at $z=d$. Hartree atomic units with $4\pi\varepsilon_0=1$ are used throughout. With $\sigma=Q/A$, the isolated pair has the field $-4\pi\sigma$ between the planes and no field outside. The energy density is $\mathcal E^2/8\pi$, so the energy per lateral cell is
\begin{equation}
E_{\rm 2D}=\frac{(4\pi\sigma)^2}{8\pi}Ad=\frac{2\pi Q^2d}{A}.
\end{equation}

Now repeat the pair along $z$ with period $L>d$ and require the potential to be periodic too. The field still jumps by $4\pi\sigma$ at each plane, but its average over a period must vanish. It is therefore $-4\pi\sigma(1-d/L)$ between the planes and $+4\pi\sigma d/L$ in the vacuum. The energy becomes
\begin{align}
E_{\rm 3D}&=2\pi\sigma^2A\left[d\left(1-\frac dL\right)^2+(L-d)\frac{d^2}{L^2}\right]\notag\\
&=2\pi\sigma^2A\,d\left(1-\frac dL\right)\left[\left(1-\frac dL\right)+\frac dL\right]\notag\\
&=\frac{2\pi Q^2d}{A}-\frac{2\pi Q^2d^2}{AL}.
\end{align}
The dipole moment per cell is $M_z=Qd$ and the cell volume is $\Omega=AL$, so $E_{\rm 2D}=E_{\rm 3D}+2\pi M_z^2/\Omega$. The vacuum between the slabs carries a field $4\pi M_z/\Omega$ that the isolated pair does not have. To the difference between the two energies, point charges add only effects of lateral structure, which decay exponentially across the vacuum.

\section{Statement and conventions}

Let charges $q_i$ at $\mathbf r_i=(\boldsymbol\rho_i,z_i)$ repeat on a lateral lattice of vectors $\mathbf R$. The cell is neutral, $\sum_iq_i=0$, and the $z_i$ describe one unbroken slab of thickness $h=\max|z_i-z_j|<L$. Write $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$. The true two-dimensional energy per cell is
\begin{equation}
E_{\rm 2D}=\frac12\sum_{\mathbf R}\sum_{ij}{}^{'}\frac{q_iq_j}{|\mathbf r_{ij}+\mathbf R|},
\label{direct}
\end{equation}
where the prime omits $i=j$ at $\mathbf R=0$, and all pairs belonging to one $\mathbf R$ are added first.

The three-dimensional energy uses the periodic kernel
\begin{equation}
w(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf k\ne0}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2},
\label{w}
\end{equation}
whose omitted $\mathbf k=0$ term is the tin-foil convention. Ewald's splitting is a fast way to evaluate
\begin{equation}
E_{\rm 3D}=\frac12\sum_{i\ne j}q_iq_jw(\mathbf r_{ij})+\frac12\sum_iq_i^2\lim_{r\to0}\left[w(\mathbf r)-\frac1r\right].
\end{equation}

With $\mathbf G$ the lateral reciprocal vectors, the claim is
\begin{align}
E_{\rm 2D}&=E_{\rm 3D}+\frac{2\pi M_z^2}{\Omega}-E_{\rm img},\qquad M_z=\sum_iq_iz_i,\label{main}\\
E_{\rm img}&=\frac{2\pi}{A}\sum_{\mathbf G\ne0}\frac{1}{G(e^{GL}-1)}\sum_{ij}q_iq_j\cosh(Gz_{ij})\cos(\mathbf G\cdot\boldsymbol\rho_{ij}).\label{img}
\end{align}
This is an identity for $L>h$. The Yeh--Berkowitz correction keeps the dipole term and drops $E_{\rm img}$.

\section{First derivation: comparing kernels}

\subsection{The lateral sum}

The sum (\ref{direct}) converges absolutely once grouped by $\mathbf R$. Expand $f(\mathbf R+\mathbf r_{ij})$, with $f=1/r$, about $\mathbf R$. The zeroth order vanishes because $\sum_{ij}q_iq_j=0$, and the first because $\sum_{ij}q_iq_j\mathbf r_{ij}=0$. What remains is of the size of the second derivatives of $f$, namely $R^{-3}$, which is summable in two dimensions.

The same holds for $f_\kappa=e^{-\kappa r}/r$. Its second derivatives consist of $r^{-3}$, $\kappa r^{-2}$ and $\kappa^2r^{-1}$, each times $e^{-\kappa r}$. Since $xe^{-x}$ and $x^2e^{-x}$ are bounded, they are all below $C/r^3$ with $C$ independent of $\kappa$. Hence we may screen the interaction, sum, and let $\kappa\to0$ at the end.

The screened interaction has the three-dimensional transform $4\pi/(k^2+\kappa^2)$. Its lateral transform at height $z$ follows by integrating over $k_z$. With $s^2=G^2+\kappa^2$,
\begin{equation}
\int\frac{dk_z}{2\pi}\frac{4\pi e^{ik_zz}}{k_z^2+s^2}=\frac{2\pi}{s}e^{-s|z|},
\label{lat}
\end{equation}
by closing the contour around the pole at $k_z=\pm is$. Poisson summation over $\mathbf R$ gives the lateral kernel
\begin{equation}
v_\kappa(\mathbf r)=\sum_{\mathbf R}f_\kappa(\mathbf r+\mathbf R)=\frac1A\sum_{\mathbf G}\frac{2\pi}{s}e^{-s|z|}e^{i\mathbf G\cdot\boldsymbol\rho}.
\end{equation}
For $\mathbf G\ne0$ the limit $\kappa\to0$ is immediate. For $\mathbf G=0$,
\begin{equation}
\frac{2\pi}{A\kappa}e^{-\kappa|z|}=\frac{2\pi}{A\kappa}-\frac{2\pi}{A}|z|+O(\kappa).
\label{g0}
\end{equation}
The first term diverges but does not depend on position. In the energy it multiplies $\frac12(\sum_iq_i)^2=0$.

\subsection{The stacked sum}

In (\ref{w}) put $\mathbf k=(\mathbf G,k_z)$ with $k_z=2\pi m/L$. For $\mathbf G\ne0$, Poisson summation over $m$ turns the sum into images of (\ref{lat}) at $\kappa=0$:
\begin{equation}
\frac1L\sum_{k_z}\frac{4\pi e^{ik_zz}}{G^2+k_z^2}=\frac{2\pi}{G}\sum_{n=-\infty}^{\infty}e^{-G|z-nL|}.
\end{equation}
For $|z|<L$, the images $n\ge1$ give $e^{Gz}e^{-nGL}$ and those with $n\le-1$ give $e^{-Gz}e^{-|n|GL}$. Summing the two geometric series,
\begin{equation}
\frac1L\sum_{k_z}\frac{4\pi e^{ik_zz}}{G^2+k_z^2}=\frac{2\pi}{G}\left[e^{-G|z|}+\frac{2\cosh Gz}{e^{GL}-1}\right].
\label{stack}
\end{equation}

For $\mathbf G=0$ the term $k_z=0$ is missing. Subtract that term, $4\pi/(LG^2)$, from (\ref{stack}) and let $G\to0$. With $1/(e^x-1)=1/x-1/2+x/12+O(x^3)$,
\begin{align}
\frac{2\cosh Gz}{e^{GL}-1}&=(2+G^2z^2)\left(\frac1{GL}-\frac12+\frac{GL}{12}\right)+O(G^2)\notag\\
&=\frac{2}{GL}-1+\frac{GL}{6}+\frac{Gz^2}{L}+O(G^2).
\end{align}
Adding $e^{-G|z|}=1-G|z|+O(G^2)$ cancels the $-1$. After multiplication by $2\pi/G$ the first term is the one to be subtracted, and
\begin{equation}
\frac1L\sum_{k_z\ne0}\frac{4\pi e^{ik_zz}}{k_z^2}=2\pi\left(\frac L6-|z|+\frac{z^2}{L}\right).
\label{para}
\end{equation}
The parabola is the potential of the uniform background that accompanies a single charge when $\mathbf k=0$ is left out.

\subsection{The difference}

Let $v$ be the limit of $v_\kappa-2\pi/(A\kappa)$ as $\kappa\to0$. The constant removed here does not affect the energy of a neutral cell. Subtract $v$ from the stacked kernel. The cusps $|z|$ and the exponentials $e^{-G|z|}$ cancel, leaving
\begin{equation}
w-v={\rm const}+\frac{2\pi z^2}{\Omega}+\sum_{\mathbf G\ne0}\frac{2\pi}{AG}\frac{2\cosh Gz}{e^{GL}-1}e^{i\mathbf G\cdot\boldsymbol\rho}.
\label{diff}
\end{equation}
This is smooth at $\mathbf r=0$. The singular own term $1/r$ has been removed from both energies, so the terms $i=j$ obey the same formula as the others, and
\begin{equation}
E_{\rm 3D}-E_{\rm 2D}=\frac12\sum_{ij}q_iq_j\,(w-v)(\mathbf r_{ij}).
\end{equation}
The constant drops out by neutrality. The parabola needs
\begin{equation}
\sum_{ij}q_iq_j(z_i-z_j)^2=2\Big(\sum_iq_i\Big)\sum_jq_jz_j^2-2M_z^2=-2M_z^2,
\label{square}
\end{equation}
and contributes $\frac12(2\pi/\Omega)(-2M_z^2)=-2\pi M_z^2/\Omega$. In the last part of (\ref{diff}) the factors $\frac12$ and 2 cancel, and pairing $\mathbf G$ with $-\mathbf G$ leaves the cosine. That part is $E_{\rm img}$ of (\ref{img}), which proves (\ref{main}).

\subsection{Size of the remainder}

Replacing each cosine by 1, each charge by its modulus and each $|z_{ij}|$ by $h$ gives
\begin{equation}
|E_{\rm img}|\le\frac{2\pi}{A}\Big(\sum_i|q_i|\Big)^2\sum_{\mathbf G\ne0}\frac{\cosh Gh}{G(e^{GL}-1)}.
\label{bound}
\end{equation}
The leading terms fall as $e^{-G_{\min}(L-h)}$. What counts is the vacuum thickness $L-h$ compared with the lateral period: a wider lateral cell has a smaller $G_{\min}$ and, unless its charges repeat with a shorter period, needs a thicker vacuum. The dipole term falls only as $1/L$ at fixed slab.

\section{Second derivation: stacking the slab potential}

\subsection{One slab seen from outside}

Let $\phi(\mathbf r)$ be the potential of the single slab. The $z$ field of one charge, integrated over a plane at height $z$ above it, is
\begin{equation}
q\int_0^\infty\frac{z\,2\pi\rho\,d\rho}{(\rho^2+z^2)^{3/2}}=2\pi q\,{\rm sgn}\,z .
\end{equation}
The lateral average $\bar\phi$ therefore obeys
\begin{equation}
\bar\phi'(z)=-\frac{2\pi}{A}\sum_jq_j\,{\rm sgn}(z-z_j).
\end{equation}
Outside the slab all signs are equal and neutrality makes $\bar\phi'=0$. The step from far below, $-Z$, to far above, $Z$, follows from $\int_{-Z}^{Z}{\rm sgn}(z-z_j)\,dz=(Z-z_j)-(z_j+Z)=-2z_j$:
\begin{equation}
\bar\phi(Z)-\bar\phi(-Z)=\frac{4\pi M_z}{A}.
\end{equation}
Choose the free constant so that $\bar\phi=\pm2\pi M_z/A$ above and below.

The rest of $\phi$ varies laterally. Outside the slab it satisfies Laplace's equation, so its component with wave vector $\mathbf G$ obeys $f''=G^2f$. The field of a neutral cell falls as the inverse cube of distance, so the summed field vanishes far from the slab and the growing solution is excluded. Each component decays as $e^{-G|z|}$.

\subsection{The stack}

Add the potentials of all layers symmetrically,
\begin{equation}
\Phi(\mathbf r)=\lim_{N\to\infty}\sum_{n=-N}^{N}\phi(\mathbf r-nL\hat{\mathbf z}).
\end{equation}
A distant layer below contributes $+2\pi M_z/A$ and its partner above $-2\pi M_z/A$. These cancel and the remainder converges exponentially. But $\Phi$ is not periodic. In $\Phi(\mathbf r+L\hat{\mathbf z})-\Phi(\mathbf r)$ all layers cancel except one at each end:
\begin{equation}
\phi(\mathbf r+(N+1)L\hat{\mathbf z})-\phi(\mathbf r-NL\hat{\mathbf z})\to\frac{4\pi M_z}{A}.
\end{equation}
Subtracting a linear function with this rise per length $L$ restores periodicity:
\begin{equation}
\psi(\mathbf r)=\Phi(\mathbf r)-\frac{4\pi M_z}{\Omega}z+{\rm const}.
\label{psi}
\end{equation}
The tin-foil Ewald potential $\sum_jq_jw(\mathbf r-\mathbf r_j)$ is also periodic and has the same charges as sources. Its difference from $\psi$ is harmonic and periodic, hence bounded, hence constant. So $\psi$ is the Ewald potential up to a constant.

\subsection{The energy}

The energy is half the sum of $q_i$ times the potential at $\mathbf r_i$, without the own term $1/r$. Constants drop by neutrality. The layer $n=0$ gives $E_{\rm 2D}$, the linear term gives $-\frac12(4\pi M_z/\Omega)\sum_iq_iz_i$, and
\begin{equation}
E_{\rm 3D}=E_{\rm 2D}-\frac{2\pi M_z^2}{\Omega}+\frac12\sum_{n\ne0}\sum_iq_i\,\phi(\mathbf r_i-nL\hat{\mathbf z}).
\label{layers}
\end{equation}
In the last term the constant value of $\phi$ outside a slab is multiplied by zero net charge, and only the decaying components survive. They are at most of order $e^{-G_{\min}(L-h)}$. Comparison with (\ref{main}) identifies this term as $E_{\rm img}$: it is half the interaction of a slab with all the other layers, each summed laterally first. The half appears because each pair of layers shares its interaction energy between two cells.

The linear potential in (\ref{psi}) is a uniform field $+4\pi M_z/\Omega$, the vacuum field of the two planes. Its energy carries a factor $\frac12$ because the charges themselves produce it. The force does not: $-\partial(-2\pi M_z^2/\Omega)/\partial z_i=4\pi M_zq_i/\Omega$.

\section{What each derivation assumes}

Both use neutrality, a slab thinner than $L$ and the tin-foil convention. These enter at different places.

The first derivation uses neutrality twice: at the start, to make the lateral sum (\ref{direct}) converge, and at the end, to remove the constants and reduce the parabola to the dipole term. The screened sums exist without it, so one can see what happens when it fails. For $Q=\sum_iq_i\ne0$, the constant in (\ref{g0}) adds $\pi Q^2/(A\kappa)$ to the screened lateral energy, which diverges as $\kappa\to0$. There is then no two-dimensional energy to compare with unless a neutralizing charge is specified. Moreover, (\ref{square}) keeps a term $2Q\sum_jq_jz_j^2$, so the dipole term alone would not be the correction. In the second derivation neutrality is needed at the outset, since otherwise $\phi$ does not level off outside the slab.

The tin-foil convention appears first as a missing term in a sum and then as a periodic boundary condition on the potential. The first derivation uses the condition $L>h$ to sum the images in (\ref{stack}). In the second, (\ref{layers}) is reached without it; the condition is needed only afterwards, to place each layer outside its neighbours and so make the layer sum exponentially small.

The first derivation works with pairs of points and requires the exchange of a screening limit with a lattice sum; in return it yields $E_{\rm img}$ explicitly. The second needs only the far potential of a slab and the uniqueness of a periodic solution. It carries over to smooth charge distributions confined to the slab and shows where the spurious field comes from, but gives the remainder only as a layer sum.

Neither assumes anything about lateral dipoles. $M_x$ and $M_y$ do not enter the dipole term, because both sums treat the lateral directions as periodic.

\section{A configuration with numbers}

Consider a square lateral cell of side 8 bohr with ions of charge $+2$ and $+1$ at heights 0 and 2.5 bohr, and three electrons at 1.5, 0.5 and 3.0 bohr. These are model parameters; all coordinates are in the numerical output. The slab has $h=3$ bohr and
\begin{equation}
M_z=2(0)+2.5-1.5-0.5-3.0=-2.5\ e\,{\rm bohr}.
\end{equation}
At $L=24$ bohr, $\Omega=64\times24=1536$ bohr$^3$ and
\begin{equation}
\frac{2\pi M_z^2}{\Omega}=\frac{2\pi\times6.25}{1536}=0.025566\ {\rm hartree},
\end{equation}
or 0.696 eV. The direct lateral sum, extrapolated to infinitely many cells, gives $E_{\rm 2D}=-2.765926$ hartree. Ewald summation gives $-2.791492$ hartree, too low by 0.025566 hartree. After correction the error relative to $E_{\rm 2D}$ is $5.4\times10^{-9}$ hartree.

At $L=12$ bohr the corrected error is $5.54\times10^{-5}$ hartree. Half the directly summed interaction with two neighbouring layers on each side reproduces it, which tests the reading of $E_{\rm img}$ in (\ref{layers}). The bound (\ref{bound}) is $8.0\times10^{-3}$ hartree there: safe, but far from sharp, since it ignores cancellation between charges and replaces every $|z_{ij}|$ by $h$.

The corrected error is $-1.50\times10^{-3}$ hartree at $L=6$ bohr and $+5.4\times10^{-4}$ hartree at 8 bohr. The weights $1/[G(e^{GL}-1)]$ in (\ref{img}) are positive, so a change of sign requires charge sums of both signs among the different $\mathbf G$. Between 20 and 24 bohr the error decays at the rate 0.7830 bohr$^{-1}$, close to $G_{\min}=2\pi/8=0.7854$ bohr$^{-1}$.

The spurious field at $L=24$ bohr, from finite differences of $E_{\rm 3D}$ and $E_{\rm 2D}$, is $-0.020453$ hartree/($e$ bohr), in agreement with $4\pi M_z/\Omega$.

A thin vacuum does not invalidate the identity, but it does invalidate dropping $E_{\rm img}$. In an oblique cell with $h=4$ and $L=5.5$ bohr, (\ref{main}) holds to better than $10^{-9}$ hartree, while $E_{\rm img}=0.0676$ hartree.

\section{Use in Monte Carlo}

In a Monte Carlo calculation (\ref{main}) applies to every configuration in which the electrons and ions form one slab thinner than $L$. Whether $E_{\rm img}$ may be dropped depends on $G_{\min}(L-h)$, with $G_{\min}$ taken from the whole simulation cell, because an instantaneous configuration does not repeat with the period of the primitive cell. In a supercell whose lateral size is comparable to the vacuum thickness or larger, the mean of $E_{\rm img}$ can match or exceed the variance term below, and (\ref{img}) must then be kept. With $E_{\rm img}$ negligible, the mean correction is
\begin{equation}
\frac{2\pi}{\Omega}\langle M_z^2\rangle=\frac{2\pi}{\Omega}\left[\langle M_z\rangle^2+{\rm Var}(M_z)\right].
\end{equation}
The dipole of the mean density supplies the first part only. A slab with mirror symmetry about its midplane has $\langle M_z\rangle=0$ and still needs the second.

To separate the two, 60 configurations were made by displacing each electron coordinate above uniformly within $\pm1$ bohr. They are artificial and not drawn from a wave function. At $L=24$ bohr, $\langle M_z\rangle=-2.631$ $e$ bohr and ${\rm Var}(M_z)=1.030$ $e^2$ bohr$^2$, so
\begin{equation}
\frac{2\pi}{1536}\left(2.631^2+1.030\right)=0.0325\ {\rm hartree}.
\end{equation}
The directly computed mean of $E_{\rm 2D}-E_{\rm 3D}$ is 0.03254 hartree. The squared mean alone gives 0.02832 hartree and misses 0.00421 hartree, 13\% of the mean difference.

The coordinates must also be unwrapped along $z$. Moving the last electron down by $L=24$ bohr leaves $E_{\rm 3D}$ unchanged but turns $M_z$ into $-2.5+24=21.5$ $e$ bohr. The corrected energy is then wrong by
\begin{equation}
\frac{2\pi(21.5^2-2.5^2)}{1536}=1.865\ {\rm hartree}.
\end{equation}
This error is measured against the original slab. The wrapped configuration has $h=23.5$ bohr, still below $L$, so (\ref{main}) holds for it as well, but it describes a different slab, with its own $E_{\rm 2D}$ and a large $E_{\rm img}$. The condition $h<L$ alone does not fix the unwrapping; the cut must be placed in the vacuum. Lateral wrapping is harmless because it leaves every $z_i$ alone. An electron far out in the vacuum counts towards the thickness $h$ of its configuration. The identity still holds while $h<L$, but $E_{\rm img}$ can no longer be dropped once $G_{\min}(L-h)$ ceases to be large. The wave function must therefore be negligible for such configurations and for those with $h\ge L$.

Twisted lateral boundary conditions change the wave function, not the Coulomb energy of a configuration. The identity is the same at every twist, whereas $\langle M_z^2\rangle$ may vary and has to be averaged along with the energy.

Finally, it matters when the correction is added. If it is part of the Hamiltonian with which the state is optimized or projected, that state no longer feels the spurious field. If it is averaged afterwards over a state optimized with $E_{\rm 3D}$, the energy expression is repaired but the state is not. In that case diffusion Monte Carlo adds a further point: $M_z^2$ does not commute with the kinetic energy, so its mixed average with a trial function generally differs from its average in the projected state. When the term is part of the projecting Hamiltonian, the mixed estimate of the total energy does not have this defect.

\section*{Table of computed values}
\begin{verbatim}
side of square lateral cell = 8.0 bohr
charge +2 e at x, y, z = 0.0, 0.0, 0.0 bohr
charge +1 e at x, y, z = 4.0, 3.0, 2.5 bohr
charge -1 e at x, y, z = 1.0, 0.5, 1.5 bohr
charge -1 e at x, y, z = -1.0, 1.0, 0.5 bohr
charge -1 e at x, y, z = 3.5, 4.0, 3.0 bohr
slab thickness h = 3.0 bohr
M_x, M_y, M_z = 0.50, -2.50, -2.50 e bohr
smallest lateral wave number G_min = 0.785398 1/bohr
E_2D (direct sum) = -2.765925519 hartree
Table, energies in hartree, L in bohr:
L | E_3D | E_3D-E_2D | 2piM_z^2/Omega | corrected-E_2D | E_img
6 | -2.869686848 | -0.103761329 | 0.102265386 | -1.496e-03 | -1.496e-03
8 | -2.842083445 | -0.076157926 | 0.076699039 | 5.411e-04 | 5.411e-04
12 | -2.817002836 | -0.051077317 | 0.051132693 | 5.538e-05 | 5.538e-05
16 | -2.804272272 | -0.038346753 | 0.038349520 | 2.767e-06 | 2.767e-06
20 | -2.796605011 | -0.030679492 | 0.030679616 | 1.239e-07 | 1.239e-07
24 | -2.791491860 | -0.025566341 | 0.025566346 | 5.406e-09 | 5.406e-09
decay rate of remainder, L = 20 to 24 bohr = 0.783024 1/bohr
upper bound on |E_img| at L = 12 bohr = 8.027e-03 hartree
dipole term at L = 24 bohr = 0.695696 eV
explicit layers, L = 12 bohr, two on each side = 5.537616e-05 hartree
spurious field, L = 24 bohr, finite difference = -0.0204531 hartree/(e bohr)
spurious field, 4 pi M_z/Omega = -0.0204531 hartree/(e bohr)
M_z with last electron wrapped by L = 24 bohr = 21.50 e bohr
error of corrected energy with wrapped electron = 1.865321 hartree
artificial set: 60 configurations, each electron coordinate displaced uniformly within +-1.0 bohr, L = 24 bohr
set mean of M_z = -2.631271 e bohr
set variance of M_z = 1.030289 e^2 bohr^2
set mean of E_2D - E_3D = 0.0325362 hartree
2 pi <M_z^2>/Omega = 0.0325362 hartree
2 pi <M_z>^2/Omega = 0.0283217 hartree
2 pi Var(M_z)/Omega = 0.0042145 hartree
oblique cell, h = 4.0 bohr, L = 5.5 bohr: E_img = 6.761464e-02 hartree
oblique cell: identity holds to better than 1e-9 hartree: True
\end{verbatim}
